Why Thomas-Fermi Theory Cannot Bind a Neutral Diatomic Molecule

**Definitions and conventions**

Two point nuclei with charges Z_A > 0 and Z_B > 0 are held a distance R apart. The algebra is in atomic units; numerical energies are in eV and distances in angstrom. Let r_A and r_B be the distances of a point r from the two nuclei, and let n(r) ≥ 0 be the electron number density. The electrostatic potential of nuclei and electrons together is

φ(r) = Z_A/r_A + Z_B/r_B − ∫ n(r')/|r−r'| d³r'.

It is positive near a nucleus, and an electron there has potential energy −φ. Pure Thomas-Fermi theory assigns to the density the energy

E[n] = C ∫ n^(5/3) d³r − ∫ (Z_A/r_A + Z_B/r_B) n d³r + ½ ∬ n(r)n(r')/|r−r'| d³r d³r' + Z_A Z_B/R,

with C = (3/10)(3π²)^(2/3). The first term is the kinetic energy of a uniform electron gas, applied point by point. "Pure" means that exchange, correlation and density-gradient terms are absent.

E_AB(R) is the minimum of this functional for the pair; E_A and E_B are the minima for the isolated atoms. The interaction energy is

V(R) = E_AB(R) − E_A − E_B.

A molecule is called bound if V(R) < 0 at some R. The result is that V(R) > 0 at every finite R, although E_AB contains the full relaxation of the density. A fully relaxed Thomas-Fermi pair potential therefore has no cohesive well below the separated atoms.

**What the relaxed density satisfies**

Change n by a small amount δn. The kinetic term changes by (5/3)C∫n^(2/3)δn. The nuclear attraction and the electron repulsion together change by −∫φ δn; the factor ½ disappears because either density in the double integral may vary. Hence

δE = ∫ [(5/3)C n^(2/3) − φ] δn d³r.

At the minimum the bracket vanishes wherever n > 0, while n = 0 wherever φ ≤ 0. Since (5/3)C = ½(3π²)^(2/3),

n = (2φ)^(3/2)/(3π²) for φ > 0.

This stationary density is the unique minimum, because n^(5/3) is convex and the Coulomb energy of any density difference is positive. That a minimizing density exists is taken here as a known property of the functional.

No electron number was imposed, yet the minimum is neutral. First, φ cannot be negative. In a region with φ < 0 there would be no electrons and no nucleus, so φ would be harmonic there. It would vanish on the boundary of the region and at infinity, and a harmonic function with those values is zero, which contradicts φ < 0.

Now let Q be the total nuclear charge minus the electron number. By Gauss's law the average of φ over a large sphere approaches Q/r. If Q < 0, φ is negative somewhere far away, which has just been excluded. If Q > 0, the average of φ^(3/2) is at least the 3/2 power of the average of φ, so the average density falls no faster than r^(−3/2). The electron number then contains ∫r^(1/2)dr, which diverges. Therefore Q = 0.

This also settles the choice of fragments. E_A and E_B are minima over all electron numbers, so a separated pair of ions cannot lie below the two neutral atoms in this theory.

Poisson's equation away from the nuclei is ∇²φ = 4πn. Inserting the density gives

∇²φ = c φ^(3/2), c = 4π·2^(3/2)/(3π²) = 8√2/(3π).

The right side at a point depends on φ at that point alone, and it increases with φ. Teller's argument uses these two properties.

**Teller's comparison**

Let φ_A be the potential of isolated atom A and φ_AB that of the relaxed molecule. The claim is that adding nucleus B, with all the electrons it attracts, lowers the potential nowhere:

φ_AB ≥ φ_A.

Put d = φ_AB − φ_A and suppose d < 0 in some region. Nucleus B is not in it, because φ_AB rises to +∞ there. The singularity at A cancels in d. In the region

∇²d = c[φ_AB^(3/2) − φ_A^(3/2)] < 0.

A function with negative Laplacian has no interior minimum. But d is zero on the edge of the region and at infinity, so if it were negative inside it would have one. The region is therefore empty. By the same argument φ_AB ≥ φ_B.

In physical terms, a place where the potential had dropped would hold fewer electrons than before. Fewer electrons means less negative charge, which raises the potential and contradicts the drop. Screening can weaken the potential of the added nucleus but cannot reverse its sign.

The inequality is strict, including at a nucleus, where it will be needed. Take d = φ_AB − φ_B near B. Away from A, the mean value theorem gives ∇²d = q d with 0 ≤ q ≤ (3/2)c φ_AB^(1/2). Close to B, where φ_AB grows as Z_B/r, this means q ≤ K r^(−1/2) for some constant K. Suppose d = 0 at B. Let m(r) be the average of d over a sphere of radius r about B, and M(r) the largest value of m up to r. Gauss's law gives

r² m'(r) ≤ K M(r) ∫₀^r s^(3/2) ds = (2/5) K M(r) r^(5/2).

Dividing by r² and integrating from m(0) = 0,

m(r) ≤ (4/15) K M(r) r^(3/2).

For small r the factor multiplying M(r) is below one, so M(r) = 0. Since d ≥ 0, d vanishes throughout a small ball. The same estimate, with bounded q, applies at any other point away from A, so the zero region spreads until it reaches A. There d is infinite, a contradiction. Hence φ_AB − φ_B > 0 at B.

There is also an upper comparison. For positive a and b,

a^(3/2) + b^(3/2) = a√a + b√b ≤ (a+b)√(a+b) = (a+b)^(3/2).

Let w = φ_AB − φ_A − φ_B. The singularities cancel at both nuclei. Where w > 0,

∇²w = c[φ_AB^(3/2) − φ_A^(3/2) − φ_B^(3/2)] > 0.

Such a function has no interior maximum, but w would need one, since it vanishes on the edge of the region and at infinity. Thus w ≤ 0, and

max(φ_A, φ_B) ≤ φ_AB ≤ φ_A + φ_B.

**From the potential to the energy**

Build nucleus B gradually, giving it the charge λZ_B with λ running from 0 to 1 at fixed R. At each λ the density is fully relaxed, and the electron number follows the nuclear charge. The change of density does not contribute to the first derivative of the energy, because the energy is stationary with respect to n. The explicit dependence on λ remains:

dE_AB/dλ = Z_B [Z_A/R − ∫ n/r_B d³r].

The bracket is the potential at B without the contribution λZ_B/r_B of nucleus B itself. For the isolated atom with nuclear charge λZ_B the derivative is Z_B times the analogous potential. E_A does not depend on λ. On subtraction the two self terms λZ_B/r_B cancel:

dV/dλ = Z_B e(λ), e(λ) = [φ_(A,λB) − φ_(λB)] at nucleus B.

The strict comparison gives e(λ) > 0 for λ > 0. At λ = 0 only atom A is present and V = 0. Therefore

V(R) = Z_B ∫₀¹ e(λ) dλ > 0.

This is the no-binding result. The upper comparison gives e(λ) ≤ φ_A(R), where φ_A(R) is the potential of atom A at distance R. Hence

0 < V(R) ≤ Z_B φ_A(R).

For an atom one writes φ_A(r) = (Z_A/r)χ(r/a). Substitution into ∇²φ = cφ^(3/2), with x = r/a, gives

χ'' = c Z_A^(1/2) a^(3/2) χ^(3/2)/√x.

The choice a = b Z_A^(−1/3), b = c^(−2/3) = ½(3π/4)^(2/3), makes the prefactor one. The upper bound becomes (Z_A Z_B/R)χ(R/a): the bare repulsion times the screening function of one atom. It describes a bare nucleus B placed in an unchanged atom A. It is a ceiling for the relaxed energy, not an estimate of it.

Charging also gives the atomic energy. If χ starts as 1 − B₀x, the potential at the nucleus without its self term is −B₀Z/a = −B₀Z^(4/3)/b. Integrating over Z,

E_atom = −(3/7) B₀ Z^(7/3)/b.

For carbon, with B₀ = 1.58807, this gives −1368.42 eV. Direct integration of the energy functional gives −1368.41 eV. This tests the charging rule; it does not make the Thomas-Fermi energy accurate for real carbon.

**Equal nuclei repel at every distance**

V > 0 does not by itself exclude a local minimum above the separated atoms. For equal nuclei a force balance does.

The electron gas has pressure p = (2/5)nφ. Because n is proportional to φ^(3/2), p is proportional to φ^(5/2), and differentiation gives ∇p = n∇φ. The pressure thus balances the electric force on the electrons. Cut the molecule at its midplane and consider the half containing B, with the positive axis pointing from A to B. Integrating ∇p over this half gives the electric force on its electrons along the axis:

F_electrons = −∫ p dA,

where the integral runs over the midplane. A small sphere around B adds nothing: the leading singular pressure is isotropic, and the remainder vanishes with the radius. The electric force on all charge in this half follows from the Maxwell stress. By symmetry the field has no component normal to the midplane, so

F_all = ∫ |∇φ|²/(8π) dA.

The force on the nucleus is F_all − F_electrons. By stationarity of the density it equals −dV/dR:

−dV/dR = ∫ [(2/5)nφ + |∇φ|²/(8π)] dA > 0.

Both terms push the halves apart, so an equal pair has no metastable well either. For unequal nuclei the midplane symmetry is lost. The comparison still excludes binding, but what is shown here does not exclude a well lying wholly above the separated-atom energy.

**Limits and scaling**

As R → 0 the electrons approach those of one atom of charge Z_A + Z_B, and

V(R) ≈ Z_A Z_B/R − (3B₀/7b)[(Z_A+Z_B)^(7/3) − Z_A^(7/3) − Z_B^(7/3)].

The second term is the gain from forming the united atom. The limit is approached slowly: for carbon the expression lies about 0.1 per cent below the relaxed V at 0.002 Å, 5 per cent below at 0.02 Å and 20 per cent below at 0.05 Å. It must not be extended to distances where the sum turns negative.

At large r, trying φ = D/r⁴ gives ∇²φ = 12D/r⁶ and cφ^(3/2) = cD^(3/2)/r⁶, so D = (12/c)². The upper bound Z_Bφ_A(R) thus falls as R^(−4) at large R, and V must fall at least as fast. This power is reached only far beyond chemical distances: for carbon the local exponent of the bound is about 2.9 at 2.5 Å and 3.5 at 10 Å. The bound does not give the actual decay of V, which may be faster. The slow algebraic tail of φ_A belongs to the model: real atomic densities decay exponentially.

Changing the nuclear charge does not help. For an equal pair put n(r) = Z²ν(Z^(1/3)r), with all lengths shrinking as Z^(−1/3). The volume element contributes Z^(−1), so the electron number scales as Z. The kinetic energy scales as Z^(10/3)·Z^(−1) = Z^(7/3), and each Coulomb term also scales as Z^(7/3). Hence

V(R) = Z^(7/3) f(Z^(1/3)R),

with one positive function f for all equal pairs. Heavier atoms rescale the repulsion without creating a well.

**How large the effect is for carbon**

A carbon ion meeting a carbon atom has Z_A = Z_B = 6. The pair is treated as neutral overall, so the net charge of the ion is left out. The table compares the energy of two overlapping frozen atomic densities with the relaxed V and its upper bound. All entries except R are in eV.

R (Å) | frozen | relaxed V | bound
0.25 | 727 | 703 | 897
0.50 | 175.8 | 168.8 | 259.6
1.25 | 14.55 | 13.91 | 34.21
2.50 | 1.22 | 1.17 | 5.34

Relaxation lowers the frozen energy by 3.3 to 4.4 per cent at these distances. At 1.25 Å it gains 0.64 eV, far short of the 14.55 eV needed to reach the separated atoms. The relaxed value is 78 per cent of the bound at 0.25 Å but 22 per cent at 2.50 Å, so among these distances the bare-nucleus picture overstates the repulsion by the largest factor at 2.50 Å, although the excess in eV is largest at 0.25 Å.

The charging path at 1.25 Å shows how the energy arises. The isolated atom has φ_A(R) = 5.702 V at the place of nucleus B, so the bound is 6 × 5.702 = 34.21 eV. The excess e(λ) is 5.697 V for a nearly uncharged B and falls to 1.476 V at full charge. It stays positive, as the comparison requires. Integrating Z_B e(λ) gives V = 13.915 eV, which means an average excess of 13.915/6 = 2.319 V. Direct evaluation of the energy functional gives the same 13.915 eV.

At the bond centre the two-sided comparison reads

27.6 V < 49.3 V < 55.2 V

for φ_A, φ_AB and φ_A + φ_B. Since n is proportional to φ^(3/2), the relaxed density there, relative to the sum of the two atomic densities, is

½(49.318/27.585)^(3/2) = 1.20.

Relaxation therefore puts 20 per cent more electrons at the bond centre than simple overlap does, and the pair still does not bind. Accumulated charge between the nuclei is not by itself evidence of a bond: the energy of the whole density decides.

The midplane formula gives a pressure force of 19.9 eV/Å and a field force of 15.5 eV/Å, together 35.4 eV/Å. The slope of the independently computed energy is 35.5 eV/Å, in agreement to about 0.1 per cent. The full set of values is in the numerical output.

**What the real carbon pair adds**

Real C₂ is bound, with a bond length of roughly 1.2 Å, so 1.25 Å lies in the region where the theory fails qualitatively. As a contrast, a closed-shell PBE calculation in the def2-TZVP basis, relative to two triplet atoms, gives −6.2 eV at 1.25 Å. Pure Thomas-Fermi theory gives +13.9 eV, higher by 20.2 eV. PBE is not an exact reference: C₂ has strong multireference character, and functional errors remain. The closed-shell state is not even the lowest one in PBE at this distance; a triplet Π state lies about 0.5 eV below it in the same basis, so the differences quoted here depend on the chosen state by that amount. The difference in sign is nevertheless the one that matters for cohesion.

Part of the shift can be sized separately. Uniform-gas exchange, evaluated to first order on the relaxed Thomas-Fermi density of the pair and on those of the two isolated atoms, with no further adjustment, contributes −8.1 eV and leaves 13.9 − 8.1 = +5.8 eV. This is an estimate at one distance. Because the densities are not relaxed with exchange included, the sign of such a sum does not decide whether a pair binds. The remaining 12.1 eV of the difference from PBE combines gradient and shell effects, correlation, the spin polarization of the triplet atoms, density changes and the errors of the PBE calculation; these numbers do not separate them.

The comparison proof shows where its protection ends. If the kinetic energy depends on density gradients, or is built from orbitals, n at a point is no longer an increasing function of φ at that point alone. The sign of ∇²d then no longer follows from the sign of d. The proof ceases to apply, and binding becomes possible rather than guaranteed.

**Consequences for implantation and annealing**

In a head-on collision with a stationary atom of equal mass, half of the laboratory energy is available in the centre-of-mass frame. Without electronic energy loss the turning point satisfies V(R) = E_lab/2. The Thomas-Fermi values correspond to ion energies of about 1.4 keV at 0.25 Å, 340 eV at 0.50 Å and 28 eV at 1.25 Å.

Hard collisions of carbon ions implanted at keV energies probe the strongly repulsive region. There the sign is right but the size still needs care. At 0.50 Å, PBE gives 117 eV against 169 eV from Thomas-Fermi theory, an excess of 44 per cent relative to PBE. The ion energy needed to reach that distance changes from about 340 eV to 2 × 117.3 ≈ 235 eV. The basis was not optimized for such a compressed pair: uncontracting it and adding diffuse s, p and tight d functions lowers the PBE value by about 5 eV, to 113 eV, which raises the excess to about 50 per cent and lowers the ion energy to about 225 eV. This is therefore an estimate of the model error and not a calibration.

As an ion slows down, and during annealing, bonding energies of a few eV control where atoms settle. A sum of these C–C Thomas-Fermi pair energies cannot describe that stage: every pair repels, so uniform expansion lowers the total energy and an unconfined solid would come apart. Refitting the screening length does not cure this, because a positive screening function multiplying Z_A Z_B/R remains positive.

For simulations that include both stages, a screened repulsion such as the Ziegler-Biersack-Littmark potential can be used at short range and joined to a bonding potential, for carbon for example the Tersoff potential. Energy and force should both be continuous across the join, and the joining region should be compared with electronic-structure energies for the relevant pair and surroundings. A purely repulsive potential may suffice for ion ranges when energetic collisions dominate. It should not be used to predict defect stability, recrystallization or bond lengths.

Computed results

```
Nuclear charge of each carbon: 6 e
TF atomic initial slope B0: 1.58807 (dimensionless)
TF electrons in one atom: 6.00000
TF atom energy, functional: -1368.41 eV
TF atom energy, charging formula: -1368.42 eV
C-C TF energies relative to two TF atoms:
R/angstrom  frozen/eV  relaxed/eV  upper bound/eV  lab energy/eV
 0.25      727.085      703.020      896.716     1406.040
 0.50      175.849      168.830      259.553      337.660
 1.25       14.550       13.915       34.214       27.829
 2.50        1.222        1.169        5.343        2.338
The following TF values are at R = 1.25 angstrom:
Relaxation energy gain: 0.636 eV
Relaxed V in atomic units: 0.51135 hartree
V from charging integral: 13.915 eV
phi_A at bond centre: 27.585 V
phi_AB at bond centre: 49.318 V
phi_A+phi_B at bond centre: 55.170 V
phi_A at nucleus B: 5.702 V
phi_AB-phi_B at nucleus B: 1.476 V
Charging path: lambda, potential excess at B/V
 0.000038    5.6974
 0.004861    5.3482
 0.055172    4.0509
 0.237533    2.7211
 0.573038    1.9210
 0.902086    1.5533
Midplane electron-pressure force: 19.914 eV/angstrom
Midplane field-stress force: 15.514 eV/angstrom
Total midplane force: 35.428 eV/angstrom
Force from energy slope: 35.474 eV/angstrom
First-order exchange change: -8.104 eV
PBE/def2-TZVP, closed-shell C2 minus two triplet C atoms:
R=0.50 angstrom: PBE 117.270 eV, TF-PBE 51.560 eV
R=1.25 angstrom: PBE -6.246 eV, TF-PBE 20.160 eV
```
